**Spin-density correction for a hole shared by two distant BH molecules**

The corrected energy is $E_c=E-aE_H[m]-bE_{xc}[m,0]$, where $m$ is the spin density, $E_H$ its Hartree energy and $E_{xc}[m,0]$ its fully polarized exchange-correlation energy. The shared and the localized hole are degenerate at infinite distance when $\Delta+ah-bx=0$, where $\Delta$ is the uncorrected energy difference and $h$ and $x$ are the differences of the two correction terms. For PBE in the 6-311G** basis the output gives the line $a=0.487+0.492\,b$; the pair $(0.2,0)$ misses it and leaves an error of −1.19 eV. The program asserts that its restricted energies of BH and BH⁺ agree with a separate solver and that $\Delta$ is stable on a finer grid. It also asserts that explicit 11-electron determinants at 20 and 40 Å follow the formula, including the tail $(1-a)/(4R)$, within 0.005 eV. Further assertions cover the factor $2^{-1/3}$ for local exchange, the energies of unequal sharing, and the existence of a root in $a$ at $b=0$ when the correction enters the orbital equations. That root is 0.43, and removing the $1/R$ tail as well requires $a=1$ and $b=1.044$.

## Verification by program

```python
"""
Result under test: two distant identical closed-shell molecules share one hole.
With the corrected energy  Ec = E - a*EH[m] - b*Exc[m,0]  (m = spin density),
the evenly shared hole has the same energy as the localized hole only if
    D(a,b) = Delta + a*h - b*x = 0,
    Delta = 2E(1/2) - E(0) - E(1),   h = EH[m_1] - 2EH[m_1/2],
    x = 2Exc[m_1/2,0] - Exc[m_1,0],
where E(q) is the energy of one molecule with hole fraction q. At finite
distance R the shared state keeps a spurious tail (1-a)/(4R) (atomic units).
System: BH molecules, restricted orbitals (both spins share spatial orbitals).
"""
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[variable] = "1"
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, dft, scf, lib

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10      # angstrom
BOND = 1.25                                             # angstrom
BASIS = "6-311g**"
PBE, LDA = "pbe,pbe", "lda,vwn"
GRID = {"B": (50, 194), "H": (40, 194)}   # radial and angular points
NCORE = 2                # doubly occupied orbitals below the hole orbital


class System:
    """Integrals, grid and energy functional of a set of atoms."""

    def __init__(self, atoms, charge=0, spin=0, fine=False):
        self.mol = gto.M(atom=atoms, basis=BASIS, charge=charge, spin=spin,
                         verbose=0)
        self.S = self.mol.intor("int1e_ovlp")
        self.h = self.mol.intor("int1e_kin") + self.mol.intor("int1e_nuc")
        self.eri = self.mol.intor("int2e", aosym="s8")
        self.grid = dft.gen_grid.Grids(self.mol)
        if fine:
            self.grid.level = 3
        else:
            self.grid.atom_grid = GRID
        self.grid.build()
        self.ni = dft.numint.NumInt()

    def coulomb(self, P):
        return scf.hf.dot_eri_dm(self.eri, P, hermi=1, with_k=False)[0]

    def xc(self, name, Pa, Pb):
        _, e, v = self.ni.nr_uks(self.mol, self.grid, name,
                                 np.array([Pa, Pb]))
        return float(e), v

    def energy(self, name, Pa, Pb):
        """Uncorrected energy and the two spin Fock matrices."""
        D = Pa + Pb
        J = self.coulomb(D)
        exc, v = self.xc(name, Pa, Pb)
        e = np.sum(D * (self.h + 0.5 * J)) + exc + self.mol.energy_nuc()
        return e, self.h + J + v[0], self.h + J + v[1]

    def spin_terms(self, name, M):
        """EH[m] and Exc[m,0] of the spin density matrix M."""
        eh = 0.5 * np.sum(M * self.coulomb(M))
        return eh, self.xc(name, M, np.zeros_like(M))[0]


def extrapolate(focks, errors):
    """Direct inversion in the iterative subspace."""
    n = len(focks)
    B = np.array([[np.sum(p * r) for r in errors] for p in errors])
    B = B / np.max(np.abs(B))
    A = np.zeros((n + 1, n + 1))
    A[:n, :n] = B
    A[n, :n] = A[:n, n] = 1.0
    rhs = np.zeros(n + 1)
    rhs[n] = 1.0
    c = np.linalg.lstsq(A, rhs, rcond=1e-14)[0][:n]
    return sum(ci * f for ci, f in zip(c, focks))


def solve(sys1, name, q, C, a=0.0):
    """Restricted self-consistent state with hole fraction q in one orbital.
    The term -a*EH[m] is included in the minimized energy when a is nonzero."""
    S, k = sys1.S, NCORE
    w, U = np.linalg.eigh(S)
    X = U / np.sqrt(w)
    focks, errors = [], []
    for _ in range(40):
        occ = C[:, :k + 1]
        Pa = occ @ occ.T
        M = q * np.outer(C[:, k], C[:, k])
        Pb = Pa - M
        e, Fa, Fb = sys1.energy(name, Pa, Pb)
        if a != 0.0:
            JM = sys1.coulomb(M)
            Fa, Fb = Fa - a * JM, Fb + a * JM
        A, B = C.T @ Fa @ C, C.T @ Fb @ C
        G = 0.5 * (A + B)
        G[:k, k] = G[k, :k] = B[:k, k]
        mixed = (A[k, k + 1:] + (1 - q) * B[k, k + 1:]) / (2 - q)
        G[k, k + 1:] = G[k + 1:, k] = mixed
        F = S @ C @ G @ C.T @ S
        FDS = F @ (Pa + Pb) @ S
        err = X.T @ (FDS - FDS.T) @ X
        size = np.max(np.abs(err))
        if size < 1e-5:
            eh, ex = sys1.spin_terms(name, M) if q > 0 else (0.0, 0.0)
            return {"E": e, "H": eh, "X": ex, "C": C, "M": M,
                    "Pa": Pa, "Pb": Pb}
        focks, errors = (focks + [F])[-8:], (errors + [err])[-8:]
        C = eigh(extrapolate(focks, errors), S)[1]
    raise AssertionError(f"not self-consistent: {name} q={q} a={a} {size:.1e}")


def corrected(s, a, b):
    return s["E"] - a * s["H"] - b * s["X"]


def sharing(st, q, a, b):
    """Energy of sharing the hole as q and 1-q, relative to localization."""
    return (corrected(st[q], a, b) + corrected(st[1 - q], a, b)
            - corrected(st[0], a, b) - corrected(st[1], a, b))


def line(st):
    delta = 2 * st[0.5]["E"] - st[0]["E"] - st[1]["E"]
    h = st[1]["H"] - 2 * st[0.5]["H"]
    x = 2 * st[0.5]["X"] - st[1]["X"]
    return delta, h, x


# --- one molecule with hole fractions -------------------------------------
atoms = [("B", (0, 0, 0)), ("H", (0, 0, BOND))]
mono = System(atoms)
ref0 = dft.RKS(mono.mol)
ref0.xc, ref0.conv_tol, ref0.grids.atom_grid = PBE, 1e-9, GRID
ref0.kernel()
states, guess = {}, ref0.mo_coeff
for q in (0, 0.25, 0.5, 0.75, 1):
    states[q] = solve(mono, PBE, q, guess)
    guess = states[q]["C"]
states_lda = {q: solve(mono, LDA, q, states[q]["C"]) for q in (0, 0.5, 1)}

cation = gto.M(atom=atoms, basis=BASIS, charge=1, spin=1, verbose=0)
ref1 = dft.ROKS(cation)
ref1.xc, ref1.conv_tol, ref1.grids.atom_grid = PBE, 1e-9, GRID
neutral = ref0.mo_coeff[:, :NCORE + 1]
core = neutral[:, :NCORE]
ref1.kernel(dm0=np.array([neutral @ neutral.T, core @ core.T]))
assert ref0.converged and ref1.converged
assert abs(states[0]["E"] - ref0.e_tot) < 1e-5
assert abs(states[1]["E"] - ref1.e_tot) < 1e-5

delta, h, x = line(states)
delta_l, h_l, x_l = line(states_lda)
assert delta < 0 and h > 0 and x > 0
a_b0 = -delta / h                  # point of the line at b = 0
b_a1 = (h + delta) / x             # point of the line at a = 1
a_b1 = (-delta + x) / h            # point of the line at b = 1

# Delta again on a finer grid, with the same orbitals
fine = System(atoms, fine=True)
e_fine = {q: fine.energy(PBE, states[q]["Pa"], states[q]["Pb"])[0]
          for q in (0, 0.5, 1)}
grid_shift = (2 * e_fine[0.5] - e_fine[0] - e_fine[1] - delta) * EV
assert abs(grid_shift) < 0.005

# local exchange of half the density on each of two sites, by quadrature
M1 = states[1]["M"]
zero = np.zeros_like(M1)
ratio = 2 * mono.xc("lda,", M1 / 2, zero)[0] / mono.xc("lda,", M1, zero)[0]
assert abs(ratio - 2 ** (-1 / 3)) < 1e-5


# --- explicit determinants of the pair ------------------------------------
def pair_state(pair, CA, CB, shared):
    n, k = CA.shape[0], NCORE + 1
    C = np.zeros((2 * n, 2 * k))
    C[:n, :k], C[n:, k:] = CA[:, :k], CB[:, :k]
    w, U = np.linalg.eigh(C.T @ pair.S @ C)
    C = C @ (U / np.sqrt(w)) @ U.T
    hole = C[:, 2 * k - 1]
    if shared:
        hole = (C[:, k - 1] - hole) / np.sqrt(2)
    Pa, M = C @ C.T, np.outer(hole, hole)
    e = pair.energy(PBE, Pa, Pa - M)[0]
    eh, ex = pair.spin_terms(PBE, M)
    return {"E": e, "H": eh, "X": ex}


distances = (20.0, 40.0)           # angstrom
shared, local = {}, {}
half = states[0.5]["C"]
for R in distances:
    moved = [(s, (R, y, z)) for s, (_, y, z) in atoms]
    pair = System(atoms + moved, charge=1, spin=1)
    shared[R] = pair_state(pair, half, half, True)
    local[R] = pair_state(pair, states[0]["C"], states[1]["C"], False)


def pair_gap(R, a, b):
    return corrected(shared[R], a, b) - corrected(local[R], a, b)


points = {"(0, 0)": (0.0, 0.0), "(0.2, 0)": (0.2, 0.0),
          "(a0, 0)": (a_b0, 0.0), "(1, b1)": (1.0, b_a1)}
slopes = {}
for label, (a, b) in points.items():
    for R in distances:
        predicted = delta + a * h - b * x + (1 - a) * BOHR / (4 * R)
        assert abs(pair_gap(R, a, b) - predicted) * EV < 0.005
    rise = corrected(shared[20.0], a, b) - corrected(shared[40.0], a, b)
    slopes[label] = rise * EV / (1 / 20.0 - 1 / 40.0)
    assert abs(slopes[label] - (1 - a) * EV * BOHR / 4) < 0.15

# --- unequal sharing -------------------------------------------------------
for a, b in ((a_b0, 0.0), (1.0, b_a1)):
    assert abs(sharing(states, 0.25, a, b)) < 0.1 * abs(delta)
for q in (0.25, 0.5):
    assert sharing(states, q, 0.2, 0.0) < 0 < sharing(states, q, 1.0, 0.0)

# --- correction inside the orbital equations, b = 0 -----------------------
latest = {q: states[q]["C"] for q in (0.5, 1)}


def gap_relaxed(a):
    s = {}
    for q in (0.5, 1):
        s[q] = solve(mono, PBE, q, latest[q], a)
        latest[q] = s[q]["C"]
    return (2 * corrected(s[0.5], a, 0) - corrected(s[1], a, 0)
            - states[0]["E"]) * EV


a_old, a_new = 0.2, a_b0
g_old, g_new = gap_relaxed(a_old), gap_relaxed(a_new)
gap_02 = g_old
for _ in range(4):
    if abs(g_new) < 5e-3:
        break
    a_next = a_new - g_new * (a_new - a_old) / (g_new - g_old)
    a_old, g_old, a_new = a_new, g_new, a_next
    g_new = gap_relaxed(a_new)
assert abs(g_new) < 5e-3 and gap_02 < 0

# --- output ----------------------------------------------------------------
print(f"BH bond length: {BOND:.2f} angstrom; basis {BASIS}")
print("PBE, one molecule:")
for q in (0.5, 1):
    s = states[q]
    print(f" q={q}: E(q)-E(0) = {(s['E'] - states[0]['E']) * EV:.3f} eV,"
          f" EH[m] = {s['H'] * EV:.3f} eV, Exc[m,0] = {s['X'] * EV:.3f} eV")
print(f"Delta = {delta * EV:.3f} eV = {delta:.5f} hartree")
print(f"change of Delta on a finer grid: {grid_shift:.4f} eV")
print(f"h = {h * EV:.3f} eV")
print(f"x = {x * EV:.3f} eV")
print(f"frozen-orbital value EH[m_1]/2 = {states[1]['H'] * EV / 2:.3f} eV")
print(f"local exchange ratio, two halves to one whole: {ratio:.5f}")
print(f"line: a = {a_b0:.3f} + {x / h:.3f} b")
print(f"line at b=0: a0 = {a_b0:.3f}")
print(f"line at b=1: a = {a_b1:.3f}")
print(f"line at a=1: b1 = {b_a1:.3f}")
print(f"D(0.2, 0) = {(delta + 0.2 * h) * EV:.3f} eV")
print(f"D(1, 1) = {(delta + h - x) * EV:.3f} eV")
print(f"share of |Delta| removed by (0.2, 0): {-20 * h / delta:.1f} percent")
wrong = (delta - 0.4 * states[0.5]["H"]) * EV
print(f"(0.2, 0) against uncorrected fragments: {wrong:.3f} eV")
print(f"LDA: Delta = {delta_l * EV:.3f} eV, h = {h_l * EV:.3f} eV,"
      f" x = {x_l * EV:.3f} eV")
print(f"LDA: a at b=0 = {-delta_l / h_l:.3f},"
      f" b at a=1 = {(h_l + delta_l) / x_l:.3f}")
print("PBE pair, shared minus localized energy in eV at 20, 40 angstrom:")
for label, (a, b) in points.items():
    row = ", ".join(f"{pair_gap(R, a, b) * EV:.3f}" for R in distances)
    print(f" (a, b) = {label}: {row}")
print("slope of the shared curve against 1/R, computed and (1-a)/4:")
for label, (a, b) in points.items():
    print(f" (a, b) = {label}: {slopes[label]:.3f} and"
          f" {(1 - a) * EV * BOHR / 4:.3f} eV angstrom")
print("unequal sharing W(1/4) and even sharing W(1/2):")
for label, (a, b) in {**points, "(1, 0)": (1.0, 0.0)}.items():
    print(f" (a, b) = {label}: {sharing(states, 0.25, a, b) * EV:.3f} and"
          f" {sharing(states, 0.5, a, b) * EV:.3f} eV")
print(f"self-consistent correction, D(0.2, 0) = {gap_02:.3f} eV")
print(f"self-consistent correction, a at b=0: {a_new:.2f}")
print("OK")
```

Printed output:

```
BH bond length: 1.25 angstrom; basis 6-311g**
PBE, one molecule:
 q=0.5: E(q)-E(0) = 3.775 eV, EH[m] = 1.664 eV, Exc[m,0] = -3.078 eV
 q=1: E(q)-E(0) = 9.574 eV, EH[m] = 7.487 eV, Exc[m,0] = -8.201 eV
Delta = -2.024 eV = -0.07439 hartree
change of Delta on a finer grid: -0.0000 eV
h = 4.159 eV
x = 2.046 eV
frozen-orbital value EH[m_1]/2 = 3.743 eV
local exchange ratio, two halves to one whole: 0.79370
line: a = 0.487 + 0.492 b
line at b=0: a0 = 0.487
line at b=1: a = 0.979
line at a=1: b1 = 1.044
D(0.2, 0) = -1.192 eV
D(1, 1) = 0.089 eV
share of |Delta| removed by (0.2, 0): 41.1 percent
(0.2, 0) against uncorrected fragments: -2.690 eV
LDA: Delta = -2.100 eV, h = 4.091 eV, x = 1.996 eV
LDA: a at b=0 = 0.513, b at a=1 = 0.997
PBE pair, shared minus localized energy in eV at 20, 40 angstrom:
 (a, b) = (0, 0): -1.845, -1.934
 (a, b) = (0.2, 0): -1.049, -1.120
 (a, b) = (a0, 0): 0.092, 0.046
 (a, b) = (1, b1): -0.000, -0.000
slope of the shared curve against 1/R, computed and (1-a)/4:
 (a, b) = (0, 0): 3.612 and 3.600 eV angstrom
 (a, b) = (0.2, 0): 2.893 and 2.880 eV angstrom
 (a, b) = (a0, 0): 1.863 and 1.848 eV angstrom
 (a, b) = (1, b1): 0.019 and 0.000 eV angstrom
unequal sharing W(1/4) and even sharing W(1/2):
 (a, b) = (0, 0): -1.505 and -2.024 eV
 (a, b) = (0.2, 0): -0.874 and -1.192 eV
 (a, b) = (a0, 0): 0.031 and 0.000 eV
 (a, b) = (1, b1): -0.011 and -0.000 eV
 (a, b) = (1, 0): 1.652 and 2.135 eV
self-consistent correction, D(0.2, 0) = -1.143 eV
self-consistent correction, a at b=0: 0.43
OK
```
